# Why a saved density does not define a hybrid band structure

A band structure is often computed in two runs. The first finds the self-consistent charge density on a regular mesh of k points and saves it. The second reads the density, holds it fixed, and diagonalizes the Hamiltonian along a path through the Brillouin zone. With a local or gradient-corrected functional this works, because the density fixes the potential. Suppose the functional is now a hybrid and the density file is perfectly converged. Can the second run still be done from that file?

## What the Hamiltonian asks for

Algebra is in atomic units; numbers are in eV and angstrom. For a closed shell with doubly occupied orthonormal orbitals $\phi_j$, define

$$
\gamma(\mathbf r,\mathbf r')=2\sum_j\phi_j(\mathbf r)\phi_j^*(\mathbf r'),\qquad n(\mathbf r)=\gamma(\mathbf r,\mathbf r).
$$

A hybrid contains a fraction $\alpha$ of the exchange energy

$$
E_x=-\tfrac14\iint|\gamma(\mathbf r,\mathbf r')|^2\,w(|\mathbf r-\mathbf r'|)\,d\mathbf r\,d\mathbf r',
$$

where $w>0$ is the bare or screened Coulomb interaction. Since $|\gamma(\mathbf r,\mathbf r')|^2=\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)$, varying both factors gives

$$
\delta E_x=-\tfrac12\iint\gamma(\mathbf r,\mathbf r')\,w\,\delta\gamma(\mathbf r',\mathbf r)\,d\mathbf r\,d\mathbf r'.
$$

The part of $\delta\gamma(\mathbf r',\mathbf r)$ containing $\delta\phi_j^*$ is $2\sum_j\phi_j(\mathbf r')\delta\phi_j^*(\mathbf r)$. Hence that part of $\delta E_x$ is $2\sum_j\int\delta\phi_j^*\,(K\phi_j)\,d\mathbf r$, with

$$
K(\mathbf r,\mathbf r')=-\tfrac12\gamma(\mathbf r,\mathbf r')\,w(|\mathbf r-\mathbf r'|).
$$

The kinetic energy $2\sum_j\langle\phi_j|-\tfrac12\nabla^2|\phi_j\rangle$ carries the same factor 2, so the orbital Hamiltonian is

$$
h=-\tfrac12\nabla^2+v_{\rm loc}[n](\mathbf r)+\alpha K[\gamma].
$$

Here $v_{\rm loc}$ collects the external potential, the Hartree potential and the semilocal exchange-correlation part. The file supplies $n$, the diagonal of $\gamma$. The operator $K$ needs the rest.

## A crystal with one density and three exchange operators

Take a one-dimensional crystal with cell length $a=5.5$ angstrom and two electrons per cell, hence one filled band. At the converged hybrid density let $v_{\rm loc}=0.5\ \text{eV}\,\cos(2\pi x/a)$; the external potential is whatever remains after the density-dependent parts are subtracted. Let $\alpha=1/4$ and

$$
w(x)=\frac{\operatorname{erfc}(\omega r)}{r},\qquad r^2=x^2+b^2,
$$

with $\omega=0.2$ per angstrom and $b=1$ angstrom. The potential $v_{\rm loc}$ is held fixed in every comparison below.

**Exchange in Bloch form.** Write the occupied orbitals on a mesh of $N_k$ points as $\psi_k=N_k^{-1/2}e^{ikx}u_k(x)$, with $u_k$ normalized over one cell. Let $K$ act on $e^{iqx}f(x)$, where $f$ is cell-periodic. Put the second coordinate at $x'+R$, with $x'$ in one cell and $R$ a lattice vector. The phases combine as

$$
e^{ik(x-x'-R)}\,e^{iq(x'+R)}=e^{iqx}\,e^{-i(q-k)(x-x'-R)}.
$$

The result is $e^{iqx}\int_{\rm cell}K_q(x,x')f(x')\,dx'$, where

$$
K_q(x,x')=-\frac1{N_k}\sum_k u_k(x)u_k^*(x')\,W_{q-k}(x-x'),
$$

$$
W_p(s)=\sum_R e^{-ip(s-R)}\,w(s-R).
$$

Building $K_q$ at even one point $q$ of the band path therefore needs the occupied orbitals of the whole mesh. Symmetry can supply some of them: here time reversal gives $u_{-k}=u_k^*$ up to a phase that cancels in $K_q$, so the orbitals at $k>0$ are enough. For the screened $w$ used here, $W_p$ is finite and smooth in $p$, so the point $q$ need not belong to the mesh. For a bare Coulomb $w$ the sum $W_p$ diverges as $p\to0$ (logarithmically in this model, as $1/p^2$ in three dimensions). Energies at a $q$ close to a mesh point then diverge and mesh convergence is slow, unless the singular term is treated separately. The zone edge $q=\pi/a$ is not one of the 32 mesh points used here, and doubling the mesh changes its gap by about $10^{-10}$ eV.

**The correct set.** Solving for the orbitals self-consistently gives a density matrix $\gamma_H$, a density $n$ between 0.166 and 0.590 electrons per angstrom (the largest value on the grid points, listed in the output, is 0.588), and a zone-edge gap of 1.323 eV.

**A twisted set.** Multiply every occupied orbital by the same phase $e^{i\theta(x)}$, with $\theta=\theta_0\sin(2\pi x/a)$ and $\theta_0=1$ rad. Overlaps are unchanged because $e^{-i\theta}e^{i\theta}=1$. The density is unchanged for the same reason, but

$$
\gamma'(x,x')=e^{i[\theta(x)-\theta(x')]}\gamma_H(x,x').
$$

Exchange built from $\gamma'$ gives a zone-edge gap of 1.085 eV, which is 0.238 eV below the correct value.

One may object that the twisted orbitals are not a ground state. That is true, and the cost can be derived. Their kinetic energy is

$$
T'=\sum_j\int|\nabla\phi_j+i\phi_j\nabla\theta|^2\,d\mathbf r
$$

$$
=T+\int|\nabla\theta|^2\sum_j|\phi_j|^2\,d\mathbf r+2\int\nabla\theta\cdot\sum_j\operatorname{Im}(\phi_j^*\nabla\phi_j)\,d\mathbf r.
$$

The last sum vanishes because the original set contains the orbitals at $k$ and $-k$ in time-reversed pairs. With $\sum_j|\phi_j|^2=n/2$,

$$
T'-T=\tfrac12\int n|\nabla\theta|^2\,d\mathbf r.
$$

Here this is 5.07 eV per cell. The exchange energy does not change, since $|\gamma'|=|\gamma_H|$, so nothing compensates the cost.

**A set that is a ground state.** To meet the objection, look for a purely local potential $v_s$ whose own ground state has the density $n$. A small periodic change $\delta v$ mixes the occupied state at $k$, labelled 0, with the empty states $m$ at the same $k$. First-order perturbation theory gives

$$
\delta n(x)=\frac4{N_k}\sum_k\sum_{m}\operatorname{Re}\frac{u_{0k}^*(x)u_{mk}(x)\langle u_{mk}|\delta v|u_{0k}\rangle}{\varepsilon_{0k}-\varepsilon_{mk}}.
$$

One factor 2 comes from spin, the other from varying both $u_{0k}$ and $u_{0k}^*$. On a grid this is a linear system for the $\delta v$ that removes the remaining density error; solving it repeatedly gives $v_s$, up to a constant that does not affect gaps. The final densities agree to $5\times10^{-12}$ of the largest density.

Call the resulting density matrix $\gamma_S$. It is what a local-potential calculation would deliver if it reproduced the hybrid density perfectly. Yet the average of $1-|\langle u_k^H|u_k^S\rangle|^2$ over the mesh is $1.9\times10^{-4}$, not zero. One diagonalization with $K[\gamma_S]$ gives:

| zone-edge energy | from $\gamma_H$ (eV) | from $\gamma_S$ (eV) |
|---|---:|---:|
| valence | −0.5098 | −0.5038 |
| conduction | 0.8128 | 0.8066 |
| gap | 1.3227 | 1.3104 |

The valence level rises by 0.006 eV and the conduction level falls by 0.006 eV, so the gap is 0.012 eV too small. This fits the size of the operator change. The largest absolute eigenvalue of $\alpha(K[\gamma_S]-K[\gamma_H])$ at the zone edge is 0.0076 eV, and a Hermitian perturbation cannot move any ordered eigenvalue by more than that.

The error is small in this model, but the density could not be used as it stands: an inversion first had to turn $n$ into the orbitals of $v_s$, and even those are not the hybrid orbitals. The local potential's own gap is 0.969 eV, well below either hybrid value.

## The correct statement

1. For a local or gradient-corrected functional, the converged density and the external potential determine the Hamiltonian, and each k point can be diagonalized separately.
2. For a hybrid, the Hamiltonian is determined by $\gamma$ and the external potential. For every determinant of continuously differentiable orbitals there is another with the same density and a different exchange operator.
3. If the hybrid ground-state determinant is unique, its density does single it out: it is the one determinant that minimizes $T+\alpha E_x$ among those with that density.

**Proof of 1.** Every term beyond the kinetic energy and the external potential is a multiplicative potential computed from $n$ and its derivatives. No orbital enters.

**Proof of 2.** Choose a point where $n>0$. Because $\gamma$ is continuous and its diagonal there is positive, there are two distinct nearby points $\mathbf r_1,\mathbf r_2$ with $\gamma(\mathbf r_1,\mathbf r_2)\ne0$. Choose a smooth $\theta$, periodic in a crystal, for which $\theta(\mathbf r_1)-\theta(\mathbf r_2)$ is not a multiple of $2\pi$. The twisted orbitals have the same density, while

$$
K'(\mathbf r_1,\mathbf r_2)-K(\mathbf r_1,\mathbf r_2)=-\tfrac12\left(e^{i[\theta(\mathbf r_1)-\theta(\mathbf r_2)]}-1\right)\gamma(\mathbf r_1,\mathbf r_2)\,w\ne0.
$$

By continuity the difference persists in a neighbourhood, so the operators differ. This proves a difference of operators; that the band energies differ too is shown by the example.

**Proof of 3.** Write the total energy as $T[\gamma]+\alpha E_x[\gamma]+F[n]$, where $F$ includes the energy in a local external potential. (A nonlocal pseudopotential has an energy that depends on $\gamma$, so that energy must be added to $T+\alpha E_x$ in statement 3.) Among determinants with the ground-state density, $F$ is constant. A competitor with equal or lower $T+\alpha E_x$ would therefore have equal or lower total energy, contradicting uniqueness.

This answers the opening question. With a hybrid, the second run cannot in general be a plain diagonalization from the density file, because the file does not supply $K$. When the ground-state determinant is unique, the missing information is present in principle, but extracting it takes a further calculation, such as a search over orbitals.

The example shows the two minimum principles at work. The set $\gamma_S$ is the ground state of noninteracting electrons in $v_s$, so it minimizes $T$ alone at density $n$. Its kinetic energy is indeed lower, by 0.00132 eV per cell. Its exchange energy is higher, −5.95278 against −5.96390 eV per cell. Thus

$$
(T+\alpha E_x)_S-(T+\alpha E_x)_H=-0.00132+\tfrac14(0.01112)=0.00146\ \text{eV per cell}.
$$

Each determinant wins under its own criterion, so they cannot be the same.

## When the density is enough

Suppose there is one doubly occupied orbital and $n>0$ everywhere. Then $\phi=\sqrt{n/2}\,e^{i\theta}$ and $|\gamma(\mathbf r,\mathbf r')|^2=n(\mathbf r)n(\mathbf r')$, so $E_x$ depends on $n$ alone. At fixed density, minimizing $T+\alpha E_x$ is the same as minimizing $T$. The phase adds $\tfrac12\int n|\nabla\theta|^2$, so the minimum has constant $\theta$ and

$$
\gamma(\mathbf r,\mathbf r')=\sqrt{n(\mathbf r)n(\mathbf r')}.
$$

The ground-state condition is essential, because a twist would still change $\gamma$. Keeping only the $k=0$ orbital in the model and repeating the density matching gives two $\alpha K$ matrices that agree to $3\times10^{-15}$ eV. A filled band sampled at many k points contains many orbitals, and this exception no longer holds exactly. It is approached again when the band becomes flat, because each cell then acts as an isolated two-electron unit.

## What a second run can do

One route is to save the occupied orbitals on the mesh and build $K_q$ for each path point; with unscreened exchange this also needs a treatment of the singularity at $q=k$. Another is to regenerate them. A third is to interpolate the bands from hybrid results on the mesh, with an accuracy that depends on the mesh. If the density is already the converged hybrid density, $v_{\rm loc}$ can stay fixed while $\gamma$ is iterated: build $K$, diagonalize on the mesh, fill the lowest band, repeat. Starting from $\gamma_S$, this returned to the 1.323 eV gap. The 18 steps listed in the output are those needed to bring the largest change in the orbital projectors below $10^{-11}$, a much stricter test than the digits of the gap shown here. The true $\gamma_H$ is a fixed point of this loop by construction; convergence from other starts is not guaranteed by that fact.

If the density came from another functional, $v_{\rm loc}$ must be updated as well. As a severe case, take orbitals from $v_{\rm loc}$ alone, with the exchange operator dropped. Their density differs from $n$ by up to 15% of its largest value. Using them once to build $K$, still with the correct $v_{\rm loc}$, gives a gap of 1.034 eV, 0.289 eV too small. The error from a wrong $v_{\rm loc}$ is not included; it can have the opposite sign and offset this one, so the total error may be smaller or larger.

## How far the numbers reach

The values of $\alpha$ and $\omega$ are close to the HSE06 choices, but the model has only one dimension and one filled band. The softening length $b$ stands in for the missing transverse dimensions, and the gap depends on it strongly. Changing $b$ from 0.8 to 1.5 angstrom lowers the gap from 1.57 to 0.99 eV, while the one-shot error from $\gamma_S$ changes from −0.013 to −0.009 eV. With $b=1$ angstrom and $\omega=0.3$ per angstrom the error is −0.005 eV. At 300 K, with the chemical potential at midgap, the conduction-edge occupation is about $8\times10^{-12}$, so thermal filling is negligible here. Three-dimensional bands, spin-orbit coupling, lattice vibrations and correlation beyond the hybrid form are not sized. The 0.012 eV error is therefore a result for this model, not an estimate for a real crystal. The numerical output follows.

## Table of computed values

```
cell length 5.5 angstrom, grid points 25, k points 32
local potential amplitude 0.5 eV, exchange fraction 0.25
omega 0.2 1/angstrom, softening length 1.0 angstrom
density minimum 0.1665 electrons/angstrom
density maximum 0.5879 electrons/angstrom
-- two ground states with one density --
largest density mismatch / largest density 5.2e-12
fraction of occupied space that differs 1.927e-04
largest |eigenvalue| of alpha*(K_local-K_hybrid) 0.00762 eV
T(hybrid)-T(local) 0.001317 eV/cell
Ex(hybrid) -5.96390, Ex(local) -5.95278 eV/cell
(T+alpha Ex): local minus hybrid 0.001464 eV/cell
-- zone-edge gaps --
self-consistent hybrid 1.32266 eV
one shot, exchange from local orbitals 1.31042 eV
  error -0.01225 eV
one shot, exchange from twisted orbitals 1.08463 eV
  error -0.23803 eV
gap of the density-matching local potential 0.96934 eV
v_loc alone, exchange dropped 0.49968 eV
after iterating from local orbitals 1.32266 eV, steps 18
twist amplitude 1.0 rad, kinetic cost 5.0721 eV/cell
twisted density mismatch / largest density 2.1e-16
-- bands: k*a/pi, then valence and conduction energy in eV --
0.0 hybrid -1.5368 4.4665 | one shot, local -1.5376 4.4685
0.5 hybrid -1.1740 2.1397 | one shot, local -1.1733 2.1386
1.0 hybrid -0.5098 0.8128 | one shot, local -0.5038 0.8066
gap change on doubling the k mesh 1.4e-10 eV
one occupied orbital: largest alpha*K difference 3.0e-15 eV
-- model choices and neglected effects --
omega 0.2 1/angstrom, softening 0.8 angstrom: gap 1.5659 eV, one-shot error -0.01329 eV
omega 0.2 1/angstrom, softening 1.5 angstrom: gap 0.9879 eV, one-shot error -0.00863 eV
omega 0.3 1/angstrom, softening 1.0 angstrom: gap 1.0976 eV, one-shot error -0.00518 eV
edge-state thermal occupation at 300 K 7.8e-12
one shot from v_loc orbitals: gap 1.03371 eV
  error -0.28895 eV
  their density mismatch / largest density 0.1453
```
